\section*{k-point grid error and the shortest superlattice vector}

\section*{Does $N_i\propto|\mathbf b_i|$ make a Monkhorst-Pack grid uniformly accurate?}

\noindent Q: I choose $N_i=\ell|\mathbf b_i|/2\pi$, so the k-point spacing is $2\pi/\ell$ along every reciprocal axis. That grid is equivalent to a supercell with edges $N_i|\mathbf a_i|$, equally converged in all directions. Where could this go wrong?

\noindent A: The error shows which lengths matter. Take $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ and a periodic integrand with an absolutely convergent series $f(\mathbf k)=\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$, $\mathbf R=\sum_i r_i\mathbf a_i$. The exact zone average $\langle f\rangle$ is $f_{\mathbf 0}$. The grid is $\mathbf k=\sum_i (n_i+s_i)\mathbf b_i/N_i$ with $n_i=0,\dots,N_i-1$; $s_i=0$ is $\Gamma$-centred and $s_i=(1-N_i)/2$ is the Monkhorst-Pack choice. Since $\mathbf k\cdot\mathbf R=2\pi\sum_i(n_i+s_i)r_i/N_i$, the grid average of a plane wave is a product of geometric sums,
\begin{equation}
\frac1N\sum_{n=0}^{N-1}e^{2\pi i(n+s)r/N}
=\frac{e^{2\pi i sr/N}}{N}\,\frac{1-e^{2\pi i r}}{1-e^{2\pi i r/N}} .
\end{equation}
The numerator vanishes for integer $r$, so the sum is zero unless the denominator vanishes too. That happens for $r=mN$, where every term equals $e^{2\pi i sm}$. Only vectors of the superlattice spanned by $\mathbf A_i=N_i\mathbf a_i$ survive:
\begin{equation}
\bar f-f_{\mathbf 0}=\sum_{\mathbf m\neq0}f_{\mathbf R}\,e^{2\pi i\,\mathbf s\cdot\mathbf m},
\qquad \mathbf R=\sum_i m_i\mathbf A_i .
\label{alias}
\end{equation}
For the Monkhorst-Pack shift the phase is $\prod_i(-1)^{(N_i-1)m_i}$. The sum runs over every superlattice vector, and the edges $\mathbf A_i$ have no special standing in it.

\noindent Q: Which vectors dominate?

\noindent A: For a band separated by gaps from all other bands, or for the sum over a group of bands so separated, $f$ is analytic near real $\mathbf k$; a single band that touches another occupied band need not be. Suppose it is analytic and bounded by $M$ for all imaginary parts with $|\mathbf q|\le\kappa$. Define $I(\tau)=\langle g(\mathbf k-i\tau\mathbf q)\rangle$ with $g(\mathbf k)=f(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}$. Analyticity gives $dI/d\tau=-i\mathbf q\cdot\langle\nabla_{\mathbf k}g\rangle$, and the zone average of the gradient of a periodic function is zero. Hence $I(1)=I(0)=f_{\mathbf R}$, and with $e^{-i(\mathbf k-i\mathbf q)\cdot\mathbf R}=e^{-i\mathbf k\cdot\mathbf R}e^{-\mathbf q\cdot\mathbf R}$,
\begin{equation}
f_{\mathbf R}=e^{-\mathbf q\cdot\mathbf R}\langle f(\mathbf k-i\mathbf q)e^{-i\mathbf k\cdot\mathbf R}\rangle .
\end{equation}
Choosing $\mathbf q=\kappa\mathbf R/|\mathbf R|$ gives
\begin{equation}
|f_{\mathbf R}|\le Me^{-\kappa|\mathbf R|},\qquad
|\bar f-f_{\mathbf 0}|\le M\sum_{\mathbf m\ne0}e^{-\kappa|\mathbf R|}.
\label{bound}
\end{equation}
The largest term is $Me^{-\kappa\lambda_1}$, where $\lambda_1$ is the length of the shortest nonzero superlattice vector. Two limits apply. This is a bound with the worst direction's $\kappa$, so a shorter vector need not carry the larger coefficient. And in an unsmeared metal the occupied-band integrand is not analytic at the Fermi surface, so no $\kappa>0$ exists and \eqref{bound} is unavailable. If the integrand jumps there, as the occupation itself does, the assumption behind \eqref{alias} fails as well, since an absolutely convergent series sums to a continuous function. The band energy measured from the Fermi level, $(\varepsilon-\mu)\theta(\mu-\varepsilon)$, has only a kink and is continuous, so this argument says nothing about it; continuity alone does not secure absolute convergence either. For a free-electron sphere inside a three-dimensional zone, $f_{\mathbf R}\propto R^{-1}\int_0^{k_F}(k^2-k_F^2)\,k\sin(kR)\,dk$, and two integrations by parts give $f_{\mathbf R}\propto\sin(k_FR)/R^3$ at large $R$. The number of lattice vectors per unit length grows as $R^2$, so $\sum|f_{\mathbf R}|$ diverges logarithmically and the assumption behind \eqref{alias} fails there too.

\noindent Q: Then in a skewed cell $\lambda_1$ could be arbitrarily small, and my rule guarantees nothing?

\noindent A: It does guarantee something. Project $\mathbf R$ on the unit vector along $\mathbf b_i$, and let $d_i=2\pi/|\mathbf b_i|$:
\begin{equation}
\frac{\mathbf R\cdot\mathbf b_i}{|\mathbf b_i|}=\frac{2\pi m_iN_i}{|\mathbf b_i|}=m_iN_id_i .
\end{equation}
A vector is at least as long as any projection of it, a nonzero $\mathbf R$ has some $|m_i|\ge1$, and each $\mathbf A_i$ is itself a candidate. In any dimension,
\begin{equation}
\min_iN_id_i\;\le\;\lambda_1\;\le\;\min_iN_i|\mathbf a_i| .
\label{floor}
\end{equation}
The same projection of $\mathbf a_i$ gives $d_i=|\mathbf a_i|\cos\theta_i$, with $\theta_i$ the angle between $\mathbf a_i$ and $\mathbf b_i$, so $d_i$ is the height of the cell. Your rule reads $N_id_i=\ell$: it equalises the heights of the supercell, and with $N_i$ rounded up it ensures $\lambda_1\ge\ell$. The error in your belief is to take $N_i|\mathbf a_i|=\ell/\cos\theta_i$ as the length you have bought.

\noindent Q: Where between the two limits does $\lambda_1$ lie?

\noindent A: In two dimensions this can be answered exactly. Call a basis reduced if $|\mathbf u|\le|\mathbf v|$ and $|\mathbf u\cdot\mathbf v|\le|\mathbf u|^2/2$. Lagrange-Gauss reduction reaches one: order the pair by length, subtract from $\mathbf v$ the nearest integer to $\mathbf u\cdot\mathbf v/|\mathbf u|^2$ times $\mathbf u$, and repeat. Each subtraction shortens $\mathbf v$, and only finitely many lattice vectors are shorter than a given length, so the process ends. For integers $m,n$ not both zero,
\begin{align}
|m\mathbf u+n\mathbf v|^2&= m^2|\mathbf u|^2+2mn\,\mathbf u\cdot\mathbf v+n^2|\mathbf v|^2\nonumber\\
&\ge(m^2-|mn|+n^2)|\mathbf u|^2
=\big[(|m|-|n|)^2+|mn|\big]|\mathbf u|^2\ge|\mathbf u|^2,
\end{align}
because the bracket is a positive integer. So $\lambda_1=|\mathbf u|$. The angle $\phi$ between the two vectors obeys $|\cos\phi|\le|\mathbf u|/2|\mathbf v|\le\frac12$, hence $\sin\phi\ge\sqrt3/2$, and the cell area $S=|\mathbf u||\mathbf v|\sin\phi$ gives
\begin{equation}
\lambda_1^2\le \tfrac{2}{\sqrt3}\,S .
\label{hermite}
\end{equation}

Now let $\gamma\le90^\circ$ be the angle between $\mathbf a_1$ and $\mathbf a_2$, after reversing one of them if needed. Since $\mathbf b_1\perp\mathbf a_2$ and $\mathbf b_2\perp\mathbf a_1$, $d_i=|\mathbf a_i|\sin\gamma$. With exact proportionality both edges have length $A=\ell/\sin\gamma$, and the supercell is a rhombus of area $S=A^2\sin\gamma=\ell^2/\sin\gamma=N_1N_2\Omega$, where $\Omega$ is the primitive area. For $\gamma\ge60^\circ$, $\mathbf A_1\cdot\mathbf A_2=A^2\cos\gamma\le A^2/2$, the basis is reduced, $\lambda_1=A$ and $S/\lambda_1^2=\sin\gamma\le 1$. For $\gamma\le60^\circ$ take the short diagonal $\mathbf D=\mathbf A_2-\mathbf A_1$:
\begin{align}
|\mathbf D|^2&=2A^2(1-\cos\gamma)=4A^2\sin^2(\gamma/2)\le A^2,\\
\mathbf D\cdot\mathbf A_1&=A^2(\cos\gamma-1)=-|\mathbf D|^2/2 .
\end{align}
The pair $(\mathbf D,\mathbf A_1)$ is reduced, and $\sin\gamma=2\sin(\gamma/2)\cos(\gamma/2)$ gives
\begin{equation}
\frac{\lambda_1}{A}=2\sin\frac\gamma2,\qquad
\lambda_1=\frac{\ell}{\cos(\gamma/2)},\qquad
\frac{N_1N_2\Omega}{\lambda_1^2}=\frac{\cos^2(\gamma/2)}{\sin\gamma}=\frac12\cot\frac\gamma2 .
\label{rhomb}
\end{equation}
As $\gamma\to0$, $\lambda_1$ falls to the floor $\ell$, $\lambda_1/A\to\gamma$, and the number of points needed for a given $\lambda_1$ grows as $1/\gamma$. The superlattice is short along one diagonal and long across it. In a reduced primitive cell $\gamma\ge60^\circ$, and then $\lambda_1=\min_iN_i|\mathbf a_i|$ for any integers $N_i$, rounded or not. For $m,n$ both nonzero put $x=|m||\mathbf A_1|$ and $y=|n||\mathbf A_2|$; since $\cos\gamma\le\frac12$, $|m\mathbf A_1+n\mathbf A_2|^2\ge x^2+y^2-xy\ge\min(x,y)^2\ge\min_i|\mathbf A_i|^2$, and for $m=0$ or $n=0$ the vector is a multiple of an edge. There the shorter edge is the length you have bought. Equal lengths do not by themselves give equal convergence: if the coefficients decay at different rates $\kappa_i$ along the two edges, the exponents of the edge terms are $\kappa_iN_i|\mathbf a_i|$, and matching them needs the rates, which belong to $f$ and which the geometry of the cell cannot supply.

\noindent Q: A change of basis leaves the crystal alone. Why should it change the grid?

\noindent A: The $\Gamma$-centred points, continued periodically, form the lattice generated by $\mathbf b_i/N_i$. Since $\mathbf A_i\cdot\mathbf b_j/N_j=2\pi\delta_{ij}$, this is the reciprocal of the superlattice, so two grids coincide exactly when their superlattices do. For $N_1=N_2=N$ the superlattice is the crystal lattice scaled by $N$, whatever the basis. Under $\mathbf a_2\to\mathbf a_2+p\mathbf a_1$, $\mathbf A_2$ gains $pN_2\mathbf a_1$, which lies in the old superlattice only if $N_1$ divides $pN_2$. For $p=4$ and $N_1,N_2\le16$ this holds for 89 of 256 pairs. The rule adds a second dependence, because the lengths $|\mathbf b_i|$, and with them the $N_i$, change with the basis.

\noindent Q: I would like to see it in energies.

\noindent A: Take a model with round parameters: a square lattice with $a=3$ \AA, a site at the corner with energy $+\Delta$, one at the centre with $-\Delta$, $\Delta=1$ eV, and hopping $t=0.5$ eV between them. The off-diagonal element is $h=-t(1+e^{-ik_xa})(1+e^{-ik_ya})$. From $|1+e^{-ix}|^2=4\cos^2(x/2)$, $|h|^2=16t^2P^2$, and the lower band is
\begin{equation}
f=-\sqrt{\Delta^2+16t^2P^2},\qquad P=\cos\frac{k_xa}2\cos\frac{k_ya}2 ,
\end{equation}
with a gap of 2 eV and average $-1.365652$ eV per electron.

The root stays analytic while the radicand avoids zero and the negative axis. Reaching them requires $P$ purely imaginary with $|P|\ge\Delta/4t$. Put $z_j=k_ja/2-iv_j$, $v_j=q_ja/2$. Then $P=\frac12[\cos(z_1+z_2)+\cos(z_1-z_2)]$ and $\operatorname{Im}\cos(u-iw)=\sin u\sinh w$, so
\begin{equation}
|\operatorname{Im}P|\le\tfrac12\big[\sinh|v_1+v_2|+\sinh|v_1-v_2|\big]=\sinh v_{\max}\cosh v_{\min},
\end{equation}
where $v_{\max},v_{\min}$ are the larger and smaller of $|v_1|,|v_2|$. On a circle, $v_{\max}=vc$ and $v_{\min}=vs$ with $c=\cos\varphi$, $s=\sin\varphi$. The logarithmic derivative in $\varphi$ is $-vs\coth(vc)+vc\tanh(vs)$. With $\coth x>1/x$ and $\tanh x\le x$ it is at most $(s/c)(v^2c^2-1)$, which is not positive for $v\le1$. The maximum, $\sinh v$, therefore lies on the axis, and the disc is safe up to
\begin{equation}
\sinh\frac{\kappa a}{2}=\frac{\Delta}{4t}=0.5,\qquad \kappa a=0.9624,\qquad \kappa=0.3208\ \text{\AA}^{-1},
\end{equation}
which has $v=\kappa a/2<1$. At $k_x=\pi/a-i\kappa$, $k_y=0$ one finds $P=i\sinh(\kappa a/2)$ and the radicand vanishes, so the disc cannot be enlarged. Since $|\cos(u-iv)|^2=\cos^2u+\sinh^2v\le\cosh^2v$, $|P|\le\cosh^2(\kappa a/2)$ and $M=[\Delta^2+16t^2\cosh^4(\kappa a/2)]^{1/2}=2.69$ eV; the bound holds for every smaller radius and so in the limit. Along an axis this $\kappa$ is the actual rate. At fixed $k_y$ the square-root branch point at $\sinh v_1=\Delta/(4t|\cos(k_ya/2)|)$ fixes the coefficient for large $m$: pushing the $k_x$ contour past it leaves an integral along the cut, where the jump of the root grows as $\delta^{1/2}$ at distance $\delta$ (in units of $1/a$) beyond the branch point, and $e^{-2v_1m}\int_0^\infty\delta^{1/2}e^{-m\delta}\,d\delta\propto m^{-3/2}e^{-2v_1m}$; $v_1$ has a quadratic minimum $\kappa a/2$ at $k_y=0$, so the $k_y$ average adds a factor $m^{-1/2}$ and $|f_{(m,0)}|\sim m^{-2}e^{-\kappa am}$. A fit of $\ln(m^2|f_{(m,0)}|)$ to $c_0-\kappa am+c_1/m$ for $m=10$ to $22$ returns $0.3207$ \AA$^{-1}$. Off the axes the decay can be faster. On the diagonal, $v_1=v_2=v$, the estimate above reads $|\operatorname{Im}P|\le\frac12\sinh2v$, which stays below $\Delta/4t=0.5$ while $\sinh2v<1$. Shifting the contour by $\mathbf q=(2v/a)(1,1)$ then bounds $|f_{(m,m)}|$ by a constant times $e^{-\kappa'|\mathbf R|}$ for every $\kappa'<\sqrt2\,\operatorname{arsinh}(1)/a=0.4155$ \AA$^{-1}$, a larger rate than $\kappa$. Writing $\mathbf R$ in units of $a$, $|f_{(8,8)}|=1.7\times10^{-7}$ meV at 33.9 \AA\ lies below $f_{(12,0)}=2.3\times10^{-5}$ meV at 36.0 \AA. Because $f$ is even in $k_x$ and $k_y$ and symmetric in their exchange, $f_{(x,y)}=f_{(|x|,|y|)}=f_{(y,x)}$.

\noindent Q: And the skewed cell?

\noindent A: Use $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(4,1)$. The duality conditions give $\mathbf b_1=(2\pi/a)(1,-4)$ and $\mathbf b_2=(2\pi/a)(0,1)$, of lengths 8.6354 and 2.0944 \AA$^{-1}$, so $d_1=0.7276$ \AA, $d_2=3$ \AA\ and $\gamma=14.04^\circ$. With $\ell=12$ \AA, a spacing of 0.5236 \AA$^{-1}$, the rule asks for $N_1=12/0.7276=16.49$ and $N_2=12/3=4$. Equation \eqref{rhomb} then gives $A=49.48$ \AA, $\lambda_1=12.09$ \AA, $\lambda_1/A=0.244$ and $\frac12\cot(\gamma/2)=4.06$.

Rounding gives $16\times4$, 64 points, with $\mathbf A_1=(16,0)$ and $\mathbf A_2=(16,4)$, of lengths 48.00 and 49.48 \AA. Their difference is $(0,4)$, so $\lambda_1=12.00$ \AA, just above the floor $16\times0.7276=11.64$ \AA\ and a quarter of the shorter edge. As 16 divides $4\times4$, this is the rectangular $16\times4$ grid of the square cell. The $\Gamma$-centred error, measured from the exact average, follows from \eqref{alias} with the pairs $\pm(0,4)$, $\pm(0,8)$, $\pm(0,12)$:
\begin{equation}
2(0.45796+0.00245+0.00002)\ \text{meV}=0.9209\ \text{meV},
\end{equation}
as the diagonalised grid average gives. Judging by the edges alone gives $2f_{(16,0)}+2f_{(16,4)}=2(2.81+0.35)\times10^{-7}=6.3\times10^{-7}$ meV, too small by a factor $1.5\times10^6$. The bound \eqref{bound} is 117 meV here, valid but more than a hundred times the error. Rounding up to $17\times4$ gives shortest vectors $\pm(1,-4)$, $\lambda_1=12.37$ \AA\ and an error of 0.643 meV, close to $2f_{(1,4)}=2\times0.3204=0.641$ meV.

The same number of points arranged as $8\times8$, a grid that is one set in either basis, gives $\lambda_1=24$ \AA\ and error $4f_{(8,0)}=4\times2.452\times10^{-3}=9.81\times10^{-3}$ meV, smaller by a factor 93.9. In the skewed basis that grid violates your rule and has a floor of only 5.82 \AA, so the floor must not be read as the value of $\lambda_1$. A $4\times4$ grid of 16 points already has $\lambda_1=12$ \AA\ and an error of 1.831 meV, 1.99 times that of the rule grid, since four vectors of type $(0,4)$ contribute instead of two. The extra 48 points refined $k_x$ only.

\noindent Q: Does the Monkhorst-Pack shift rescue it?

\noindent A: Not here. In the skewed basis $(0,4j)=j(\mathbf A_2-\mathbf A_1)$ has $\mathbf m=(-j,j)$ and phase $(-1)^{-15j+3j}=+1$, so the error stays at $+0.9209$ meV. In the square basis the same vector has $\mathbf m=(0,j)$ and phase $(-1)^{3j}$, giving $2(-0.45796+0.00245-0.00002)=-0.9111$ meV. The shift depends on the basis, and for a single pair $\pm\mathbf R$ with a real, even $f_{\mathbf R}$ these phases of $\pm1$ change only the sign. With phases limited to $\pm1$, cancellation needs at least two pairs whose terms have opposite signs. A general shift is less restricted: by \eqref{alias} the pair contributes $2f_{\mathbf R}\cos(2\pi\,\mathbf s\cdot\mathbf m)$, which vanishes for $\mathbf s\cdot\mathbf m=1/4$, a value the Monkhorst-Pack choice never gives.

\noindent Q: What should I do instead?

\noindent A: Either reduce the cell before applying the rule, which in two dimensions carries the guarantee derived above, or compute $\lambda_1$ and maximise it within a fixed budget of points. The projection makes the search finite in any dimension: a vector no longer than the shortest edge has $|m_i|\le\min_j|\mathbf A_j|/(N_id_i)$. Among $N_1\times N_2$ grids of at most 64 points in the skewed cell, the search selects $30\times2$, far from the ratio 4.12 of the rule. It has $\lambda_1=24.74$ \AA, against the ceiling of 25.79 \AA\ that \eqref{hermite} sets for 64 points, and a $\Gamma$-centred error of $4.1\times10^{-3}$ meV with 60 points. This is the largest $\lambda_1$ among the candidates, not the smallest error: the $10\times6$ grid, also with 60 points, has $\lambda_1=21.63$ \AA\ and a $\Gamma$-centred error of only $3.7\times10^{-5}$ meV in this model. Maximising $\lambda_1$ minimises the largest term of the bound; it does not rank the actual errors, which depend on the size and sign of the coefficients.

The whole bound of the $30\times2$ grid, 5.40 meV, is nevertheless slightly above the 5.08 meV of $8\times8$. With $\mathbf A_1=(30,0)$ and $\mathbf A_2=(8,2)$, the vectors $4\mathbf A_2-\mathbf A_1=(2,8)$ and $3\mathbf A_2-\mathbf A_1=(-6,6)$ are also short, so six vectors of length $\sqrt{68}\,a$ or $\sqrt{72}\,a$ enter the sum where the square grid has four of length $8a$. In the bound, which uses one $\kappa$ for all directions, the two extra vectors outweigh the small gain in length. The true error is smaller because these coefficients lie off the axes, and the Monkhorst-Pack error of the same grid, $-3.994\times10^{-3}$ meV, isolates them. The vectors $(8,2)$ and $(2,8)$ have $\mathbf m=(0,1)$ and $(-1,4)$ and phase $-1$, while $(-6,6)$ has $\mathbf m=(-1,3)$ and phase $+1$. Neglecting vectors longer than 42 \AA, the two errors are $\pm4f_{(8,2)}+2f_{(6,6)}$, so with the $\Gamma$ value $4.077\times10^{-3}$ meV one finds $f_{(8,2)}\approx1.0\times10^{-3}$ and $f_{(6,6)}\approx2\times10^{-5}$ meV. Scaling $f_{(8,0)}$ by $e^{-\kappa\,\delta|\mathbf R|}$ would give $1.9\times10^{-3}$ and $1.5\times10^{-3}$ meV. The size of this gain belongs to the anisotropy of the model.

\noindent Q: How much of this holds in three dimensions?

\noindent A: Equations \eqref{alias}, \eqref{bound} and \eqref{floor} and the search box were derived without reference to dimension. The closed forms \eqref{hermite} and \eqref{rhomb} and the result for a reduced cell were derived for two dimensions only. In three dimensions, with $N_id_i=\ell$, the interval in \eqref{floor} runs from $\ell$ to $\ell/\max_i\cos\theta_i$, so the largest of the ratios $d_i/|\mathbf a_i|=\cos\theta_i$ sets its width. If that ratio is near one, the rule fixes $\lambda_1$ close to $\ell$, however long the other edges are; if all three are far below one, $\lambda_1$ has to be computed. The numerical check tests \eqref{alias} on one random three-dimensional cell with an arbitrary shift, the floor on sixty skewed three-dimensional cells, the reduction and rhombus results against enumeration, and the model's diagonalised grid averages against the Fourier sums.

\section*{Computed results}
\begin{verbatim}
a = 3.0 Angstrom, D = 1.0 eV, t = 0.5 eV, gap 2D = 2.0 eV, skew = 4
exact band average = -1.365651619 eV per electron
D/4t = 0.500, kappa = 0.32081 1/Angstrom, kappa*a = 0.96242, M = 2.6926 eV
kappa fitted from f_(m,0) = 0.32073 1/Angstrom
f_(0, 4) = 4.5796e-01 meV, |R| = 12.000 Angstrom
f_(1, 4) = 3.2042e-01 meV, |R| = 12.369 Angstrom
f_(8, 0) = 2.4523e-03 meV, |R| = 24.000 Angstrom
f_(12, 0) = 2.3344e-05 meV, |R| = 36.000 Angstrom
f_(8, 8) = -1.6904e-07 meV, |R| = 33.941 Angstrom
f_(16, 0) = 2.8065e-07 meV, |R| = 48.000 Angstrom
f_(16, 4) = 3.5310e-08 meV, |R| = 49.477 Angstrom
skew |a1|,|a2| = 3.000, 12.369 Angstrom; gamma = 14.036 deg
skew |b1|,|b2| = 8.6354, 2.0944 1/Angstrom; ratio = 4.1231
skew d1,d2 = 0.7276, 3.0000 Angstrom
ell = 12.0 Angstrom, spacing 2pi/ell = 0.5236 1/Angstrom
ideal N1,N2 = 16.492, 4.000
rhombus: ell/sin = 49.477, ell/cos(half) = 12.091 Angstrom
rhombus: 2 sin(half) = 0.2444, cot(half)/2 = 4.0616
reduced-cell factor sqrt(3)/2 = 0.8660
skew and square Gamma grids coincide for 89 of 256 pairs with N1,N2 <= 16
skew rule round 16x4 (64 points): shortest vector/a = (0,4)
  |A1|,|A2|,floor,lam = 48.00, 49.48, 11.64, 12.00 Angstrom
  error Gamma 9.2087e-01, MP 9.2087e-01, bound 1.171e+02 meV
skew rule ceil 17x4 (68 points): shortest vector/a = (1,-4)
  |A1|,|A2|,floor,lam = 51.00, 49.48, 12.00, 12.37 Angstrom
  error Gamma 6.4287e-01, MP -6.3884e-01, bound 1.038e+02 meV
skew equal 8x8 (64 points): shortest vector/a = (8,0)
  |A1|,|A2|,floor,lam = 24.00, 98.95, 5.82, 24.00 Angstrom
  error Gamma 9.8098e-03, MP -9.8089e-03, bound 5.084e+00 meV
square 8x8 (64 points): shortest vector/a = (8,0)
  |A1|,|A2|,floor,lam = 24.00, 24.00, 24.00, 24.00 Angstrom
  error Gamma 9.8098e-03, MP -9.8089e-03, bound 5.084e+00 meV
square 16x4 (64 points): shortest vector/a = (0,4)
  |A1|,|A2|,floor,lam = 48.00, 12.00, 12.00, 12.00 Angstrom
  error Gamma 9.2087e-01, MP -9.1106e-01, bound 1.171e+02 meV
square 4x4 (16 points): shortest vector/a = (4,0)
  |A1|,|A2|,floor,lam = 12.00, 12.00, 12.00, 12.00 Angstrom
  error Gamma 1.8313e+00, MP -1.8328e+00, bound 2.851e+02 meV
skew best<=64 30x2 (60 points): shortest vector/a = (8,2)
  |A1|,|A2|,floor,lam = 90.00, 24.74, 6.00, 24.74 Angstrom
  error Gamma 4.0772e-03, MP -3.9938e-03, bound 5.397e+00 meV
rule grid: lam/min|A| = 0.2500, area/lam^2 = 4.0000
leading term 2 f_(0,4) = 9.1592e-01 meV
naive estimate from +-A1, +-A2 = 6.3191e-07 meV; true/naive = 1.457e+06
Gamma error ratio rule grid / 8x8 = 93.9; 4x4 / rule grid = 1.989
largest possible lam for 64 points = 25.790 Angstrom
\end{verbatim}
